# Photon shot noise in a small square of photoresist

**Question**

I am stuck on an exercise about stochastic effects in lithography. Twenty photons per square nanometre arrive at a resist film, and twenty percent of them are absorbed. I am asked for the relative Poisson dose noise in a "ten-nanometre-square area".

I have three answers and trust none of them.

- 2000 photons hit a 10 nm by 10 nm square, so I took $1/\sqrt{2000}=2.24\,\%$. Absorption removes the same fraction everywhere, so I thought it would cancel.
- Then I treated absorption as 2000 coin tosses with success probability 0.20. The binomial standard deviation divided by the mean gives $4.47\,\%$.
- A friend reads the area as 10 nm², which gives $15.8\,\%$.

Which number is right, and why does it matter how many photons are absorbed if the fraction is fixed? Is the result also the noise that the resist chemistry sees?

**Answer**

Your first two numbers are each one part of the noise, and the full answer combines them. The third belongs to a different area. I read "ten-nanometre-square" as a square of side $L=10$ nm, with area $L^2=100$ nm². An area of 10 nm² would be a square of side about 3 nm.

By dose noise I mean the following. Take many equal squares under the same mean exposure, count the absorbed photons $N$ in each, and divide the standard deviation of $N$ by its mean. Let $\Phi=20$ nm⁻² be the mean incident fluence and $p=0.20$ the probability that an incident photon is absorbed. I assume that photons arrive independently of one another, and that each is absorbed or not independently of the rest.

**Why the two partial answers must be combined**

Let $n$ be the number of photons that hit the square in one exposure, with mean $\mu=\Phi L^2=2000$. For a given $n$, absorption is your coin-toss problem, so $N$ has mean $pn$ and variance $np(1-p)$. Since a mean square is a variance plus a squared mean,

$$\langle N^2\rangle_{\text{given }n}=np(1-p)+p^2n^2 .$$

But $n$ itself changes from square to square. Averaging over $n$ and subtracting $\langle N\rangle^2=p^2\langle n\rangle^2$ gives

$$\mathrm{Var}\,N=p(1-p)\langle n\rangle+p^2\left(\langle n^2\rangle-\langle n\rangle^2\right)
=p(1-p)\,\mu+p^2\,\mathrm{Var}\,n .$$

The first term is the randomness of absorption, and the second is the randomness of arrival. Independent arrivals have $\mathrm{Var}\,n=\mu$, which is derived below. Then

$$\mathrm{Var}\,N=p(1-p)\mu+p^2\mu=p\mu .$$

With the numbers, the absorption term is $0.20\times0.80\times2000=320$ and the arrival term is $0.04\times2000=80$. They add to 400. The mean is also $M=p\mu=0.20\times2000=400$, so

$$\frac{\sigma_N}{M}=\frac{\sqrt{400}}{400}=\frac{1}{\sqrt{400}}=5.0\,\% .$$

Your 2.24 % is $\sqrt{80}/400$, and your 4.47 % is $\sqrt{320}/400$. The variance formula adds the squares of these two contributions, which gives 5.0 %.

This also answers your question about cancellation. The fraction $p$ is fixed as a probability, but the fraction actually absorbed in a given square is not. It scatters around 0.20 because each photon is a separate random event.

**Where the Poisson variance comes from**

Cut the square into $K$ equal cells, so small that two absorptions in one cell can be neglected. A cell absorbs one photon with probability $q=p\Phi L^2/K=M/K$, and none otherwise. Its count $X$ is 0 or 1, so $X^2=X$, and

$$\langle X\rangle=q,\qquad \mathrm{Var}\,X=\langle X^2\rangle-\langle X\rangle^2=q-q^2=q(1-q).$$

The cells are independent, so their variances add:

$$\mathrm{Var}\,N=Kq(1-q)=M\left(1-\frac{M}{K}\right)\longrightarrow M\qquad(K\to\infty).$$

The whole distribution follows from the same picture. The probability that $k$ of the $K$ cells absorb is

$$P(k)=\frac{K(K-1)\cdots(K-k+1)}{k!}\left(\frac{M}{K}\right)^k\left(1-\frac{M}{K}\right)^{K-k}.$$

For fixed $k$ and growing $K$, the product $K(K-1)\cdots(K-k+1)$ divided by $K^k$ tends to 1, and the last factor tends to $e^{-M}$. What remains is the Poisson law,

$$P(k)=\frac{M^k e^{-M}}{k!}.$$

With $p=1$ the same argument describes arrivals, which gives the $\mathrm{Var}\,n=\mu$ used above.

You can also check directly that random absorption turns one Poisson law into another. Sum over all incident numbers $n\ge k$:

$$P(k)=\sum_{n=k}^{\infty}\frac{\mu^n e^{-\mu}}{n!}\,\frac{n!}{k!\,(n-k)!}\,p^k(1-p)^{n-k}.$$

Cancel $n!$, set $j=n-k$, and take the factors without $j$ out of the sum:

$$P(k)=\frac{(p\mu)^k e^{-\mu}}{k!}\sum_{j=0}^{\infty}\frac{[(1-p)\mu]^j}{j!}
=\frac{(p\mu)^k e^{-\mu}}{k!}\,e^{(1-p)\mu}=\frac{(p\mu)^k e^{-p\mu}}{k!}.$$

This is a Poisson law with mean $p\mu=M$. Carried out numerically for $\mu=2000$ and $p=0.20$, the sum gives a noise of 5.000 %. It also gives a probability of 0.695 that a square's count lies between 380 and 420 inclusive. About three squares in ten therefore miss the mean dose by more than 5 %.

**What the result depends on**

In general,

$$\frac{\sigma_N}{M}=\frac{1}{\sqrt{p\Phi L^2}}=\frac{1}{L\sqrt{p\Phi}} .$$

At fixed fluence and absorbed fraction, halving the side doubles the noise. The formula gives 10 %, 5 % and 2.5 % for sides of 5, 10 and 20 nm. Photons scattered at random over a simulated field of side 600 nm gave 10.09 %, 5.02 % and 2.60 %. The last value comes from 900 squares. A standard deviation estimated from 900 nearly Gaussian counts has a relative uncertainty of about $1/\sqrt{2\times900}=2.4\,\%$, so the excess of 4 % of the value is about 1.7 such uncertainties, on the high side but within what chance allows.

Your friend's area contains $0.20\times20\times10=40$ absorbed photons on average, and $1/\sqrt{40}=15.8\,\%$. The calculation is right for that area.

The independence of arrivals matters too. Write $\mathrm{Var}\,n=F\mu$, where $F=1$ for independent arrivals. The variance formula becomes

$$\mathrm{Var}\,N=p(1-p)\mu+p^2F\mu=M(1-p+pF).$$

If exactly 2000 photons hit every square, then $F=0$ and the noise is $\sqrt{0.80/400}=4.47\,\%$, your second answer. For weak absorption, $p\to0$ at fixed $F$, the bracket tends to 1. The absorbed photons then approach the Poisson variance, because random selection dominates. This needs $pF$ to be small. A source whose intensity fluctuates by a relative amount $s$ has $F=1+s^2\mu$, so the bracket is $1+s^2M$, and at fixed $M$ weak absorption does not remove this excess.

**Connection with the exposure dose**

Lithographers quote dose as energy per area, $D$. A photon of wavelength $\lambda$ carries energy $hc/\lambda$, so $\Phi=D\lambda/(hc)$ and

$$\frac{\sigma_N}{M}=\sqrt{\frac{hc}{\lambda\,p\,D\,L^2}} .$$

For extreme-ultraviolet light with $\lambda=13.5$ nm, the photon energy is $1.4714\times10^{-17}$ J, or 91.84 eV. Since 20 nm⁻² is $20\times10^{18}$ m⁻²,

$$D=20\times10^{18}\times1.4714\times10^{-17}=294.3\ \text{J/m}^2=29.4\ \text{mJ/cm}^2 .$$

At 193 nm, with the same dose, absorbed fraction and area, each photon carries less energy and there are more of them. The noise falls by the factor $\sqrt{13.5/193}$, to 1.32 %.

**Is this the noise that the chemistry sees?**

Not in general. An absorbed extreme-ultraviolet photon releases electrons, and these drive much of the chemistry. Their number varies, and they travel before they act.

As a simple model, let each absorbed photon produce a Poisson-distributed number of active electrons with mean $g$. Let each electron be displaced independently in the film plane by a Gaussian of standard deviation $b$ per axis. With the origin at the centre of the square, an electron from a photon absorbed at $(x,y)$ ends inside the square with probability $W=w(x)\,w(y)$, where

$$w(x)=\int_{-L/2}^{L/2}\frac{e^{-(x-u)^2/2b^2}}{b\sqrt{2\pi}}\,du .$$

By the selection argument above, the number of electrons that this photon puts into the square is Poisson with mean $gW$. Its mean square is therefore $gW+g^2W^2$. A small area $dA$ absorbs a photon with probability $p\Phi\,dA$. It adds $p\Phi\,gW\,dA$ to the mean electron number and $p\Phi\,(gW+g^2W^2)\,dA$ to the variance, because the squared mean is of order $dA^2$ and drops out. Photons absorbed outside the square count as well, so the integrals run over the whole plane.

Integrating the normalized Gaussian over $x$ first gives $\int w\,dx=L$, hence $\int W\,dA=L^2$. Define $R=\frac1L\int w^2\,dx$, so that $\int W^2dA=R^2L^2$. The mean electron number is then $gM$ and its variance is $M(g+g^2R^2)$. Dividing by $g^2M^2$,

$$\left(\frac{\sigma_e}{gM}\right)^2=\frac{1}{M}\left(R^2+\frac1g\right).$$

To find $R$, note that the integral over $x$ of two Gaussians centred at $u$ and $v$ is a Gaussian in $s=u-v$ with variance $2b^2$. Within the interval of length $L$, a difference $s$ occurs with weight $L-|s|$. Thus

$$R=\frac1L\int_{-L}^{L}(L-|s|)\,\frac{e^{-s^2/4b^2}}{2b\sqrt\pi}\,ds
=\mathrm{erf}\!\left(\frac{L}{2b}\right)-\frac{2b}{L\sqrt\pi}\left(1-e^{-L^2/4b^2}\right).$$

The first term comes from $L$ in the bracket. The second comes from $|s|$, using $\int_0^L s\,e^{-s^2/4b^2}ds=2b^2(1-e^{-L^2/4b^2})$.

Take the rough values $g=3$ and $b=3$ nm. Then $R=0.664$, and three cases are useful:

- Random yield without blur has $R=1$ and gives $\sqrt{(1+1/3)/400}=5.77\,\%$.
- Blur with very many electrons per photon, $g\to\infty$, gives $0.664/\sqrt{400}=3.32\,\%$. This limit removes the yield noise and also the randomness of where single electrons land. With exactly $g$ electrons per photon, the number landing inside is binomial, with mean square $gW(1-W)+g^2W^2$. The bracket then becomes $1/g+R^2(1-1/g)$, which gives 3.96 % for $g=3$.
- Both together give $\sqrt{(0.441+0.333)/400}=4.40\,\%$.

Direct simulations of 3000 exposures each gave 5.82 %, 3.28 % and 4.29 %. Their relative sampling uncertainty is about 1.3 %, so the last value lies roughly two such uncertainties below the formula.

Blur lowers the noise because the square shares electrons with its surroundings and so averages over more photons. This has a price. A sharp step in the intended dose is smeared by the same Gaussian, and its steepest slope, divided by the height of the step, becomes $1/(b\sqrt{2\pi})$, which falls as $b$ grows.

**How this compares with a real exposure**

A dose of about 30 mJ/cm² is a reasonable order of magnitude for extreme-ultraviolet lithography. For an organic resist I take a rough absorption coefficient $\alpha=5$ µm⁻¹. Ignoring reflections, a film of thickness $t$ absorbs $p=1-e^{-\alpha t}$, so $t=-\ln(0.80)/\alpha=44.6$ nm, also a plausible thickness. The source is not perfectly steady either. If the mean dose varies between exposures by a relative amount $s=0.5\,\%$ (rough), the mean count varies by $sM$, and the relative variance becomes $1/M+s^2$. That raises 5.000 % only to 5.025 %. For these inputs, the electron processes move the number far more than the source does.

The resist molecules are also countable. At a rough density of 0.3 acid-generator molecules per nm³, the film under the square holds about $0.3\times100\times44.6\approx1340$ of them. If they are placed at random, their number alone fluctuates by 2.7 %. The mean number of active electrons, $3\times400=1200$, is comparable. Electrons may then compete for the same molecules, and the acid count need not be proportional to the dose. The 5 % should therefore be quoted as absorbed-photon noise, not as acid noise.

Nor is it a line-edge roughness. That is a length, and finding it also requires the slope of the dose profile at the edge, the response of the resist and the correlation of fluctuations along the line. At the edge the local fluence is also lower than at the bright centre. Where it is half as large, the photon noise in an equal square is larger by $\sqrt2$.

For your exercise, the answer is 400 absorbed photons on average, with a standard deviation of 20, hence 5 %. The numerical output below lists the main values used here.

## Table of computed values

```
Incident fluence: 20 photons/nm^2
Absorbed fraction: 0.20
Side of square: 10 nm; area: 100 nm^2
Mean incident number: 2000 photons
Mean absorbed number M: 400 photons
Standard deviation of absorbed number: 20.00 photons
Dose noise, formula: 5.000 %
Dose noise, explicit probability sum: 5.000 %
Probability of lying within 5 % of the mean: 0.695
Noise if the incident number were fixed: 4.47 %
Slip, incident number used: 2.24 %
Slip, area read as 10 nm^2: 15.8 %
Side 5 nm: formula 10.00 %, simulated field 10.09 %
Side 10 nm: formula 5.00 %, simulated field 5.02 %
Side 20 nm: formula 2.50 %, simulated field 2.60 %
Side of simulated field: 600 nm
Wavelength: 13.5 nm
Photon energy: 1.4714e-17 J = 91.84 eV
Incident dose: 294.3 J/m^2 = 29.4 mJ/cm^2
Absorption coefficient (rough): 5.0 1/um
Film thickness absorbing the stated fraction: 44.6 nm
Noise at 193 nm, same dose and fraction: 1.32 %
Source jitter (rough): 0.5 %
Noise with source jitter: 5.025 %
Active electrons per absorbed photon (rough): 3
Electron blur per axis (rough): 3 nm
Blur factor R: formula 0.6641, quadrature 0.6641
Noise, random yield only: 5.77 %, simulated 5.82 %
Noise, blur only: 3.32 %, simulated 3.28 %
Noise, yield and blur: 4.40 %, simulated 4.29 %
Mean active electrons in square: 1200
Acid-generator density (rough): 0.3 per nm^3
Mean acid-generator molecules under square: 1339
Number noise of these molecules: 2.73 %
```
